# A Pinched Hysteresis Loop Does Not Prove Antiferroelectricity

A thin hafnia-based film between two electrodes is driven by a triangular voltage, and the current is integrated to give polarization against field. In a fresh capacitor the loop may be narrow at zero field and wide on either side. The switching current often has two peaks on each sweep instead of one. After many field cycles the waist may open and the peaks may merge, a change called wake-up. What was the film before it woke up?

## The belief and its appeal

The tempting answer is that the fresh film was antiferroelectric. An ideal antiferroelectric cell has no net polarization at zero field. A strong positive field drives it into a polar state, and it returns to zero polarization while the field is still positive. The same happens with signs reversed for negative fields. The result is a double loop, closed at the origin, with two current peaks per sweep. Since antiferroelectricity produces these features, it is natural to read them as its signature.

The inference runs backwards. It would be valid if nothing else produced the same loop, but a film made entirely of ferroelectric regions can do so.

## Two ferroelectric regions with opposite bias

Let two regions of equal area lie side by side and see the same applied field $E$. Each has local polarization $+P_s$ or $-P_s$ and coercive field $E_c$. Trapped charge or charged defects may bias the switching. Represent this by an effective internal field, $+b$ in the first region and $-b$ in the second, with $b>0$, and take it as frozen during the measurement. A uniform $b$ within each region is a simplification: at fixed voltage, the actual field of charges between the electrodes averages to zero across the gap. A net bias of this origin inside the ferroelectric needs a non-switching layer at an interface, and that layer also lets the polarization set up a depolarizing field, of the same strength per unit charge. For a $10\ \mathrm{nm}$ film of relative permittivity 30 with a $1\ \mathrm{nm}$ layer of permittivity 20, a polarization of $20\ \mu\mathrm{C/cm^2}$ gives about $1\ \mathrm{MV/cm}$. The model leaves this field out. The regions switch independently, and the field changes slowly compared with switching. Linear dielectric polarization is left out of $P$.

A region with bias $b_i$ switches up when $E+b_i>E_c$ and down when $E+b_i<-E_c$. Hence

- the first region switches up at $E_c-b$ and down at $-E_c-b$;
- the second region switches up at $E_c+b$ and down at $-E_c+b$.

Start a rising sweep with both regions down. The first switches at $E_c-b$, and the area-averaged polarization goes from $-P_s$ to zero. The second switches at $E_c+b$, and the average becomes $+P_s$. On the falling sweep the second region switches first, at $b-E_c$, and the first follows at $-b-E_c$.

If $b>E_c$, the rising sweep reaches zero net polarization at a negative field, and the falling sweep reaches it at a positive field. At $E=0$ both branches have $P=0$. Nothing is unpolarized: one region is fully up and the other fully down.

## The same loop from antiferroelectric coupling

Now take two sublattices with orientations $s_1,s_2=\pm1$, carrying the same total moment as the two regions. Each has intrinsic coercive field $E_c$, but there is no frozen bias. Antiferroelectric coupling of strength $K>0$ gives the local fields

$$
E_1=E-Ks_2,\qquad E_2=E-Ks_1 .
$$

The minus sign means that each sublattice pushes the other into the opposite direction. Let unstable sublattices flip one at a time.

In the state $(+,+)$ each local field is $E-K$. One sublattice flips down when $E-K<-E_c$, that is, when $E<K-E_c$. In the resulting antiparallel state, the member that is down feels $E-K$ and flips up when $E>K+E_c$. The member that is up feels $E+K$ and flips down when $E<-K-E_c$. Finally, in $(-,-)$ each local field is $E+K$, and one member flips up when $E>E_c-K$.

With $K=b$ these are the four thresholds of the biased regions. To extend the equality to every field history, the possible states must also match. After saturation, the biased pair can be both up, both down, or first up and second down. It cannot reach first down and second up. Switching the first region down requires $E<-E_c-b$, and at such a field the second is driven down too. Switching the second up requires $E>E_c+b$, which also drives the first up. Each pair therefore has one value of total polarization between its two saturated values, and the exits from corresponding states occur at the same fields.

The two total polarizations are thus equal for any slow field history after saturation. Minor loops and reversal curves cannot separate these two ideal models, because they measure the same total. The argument does not require $b>E_c$. For $b<E_c$ the coupled pair has a metastable parallel state at zero field, and both models show remanence.

The result also covers a cell that is nonpolar at zero field, if it jumps to the polar state at $E_F$ and back at $E_B$, with mirror-image thresholds for negative field. Matching $E_F=b+E_c$ and $E_B=b-E_c$ gives

$$
b=\frac{E_F+E_B}{2},\qquad E_c=\frac{E_F-E_B}{2}.
$$

## A film with a spread of biases

Real current peaks have width. Let half the area have biases spread about $+E_b$ and half about $-E_b$, with normalized densities

$$
g_\pm(b)=\frac{1}{2w}\,\operatorname{sech}^2\!\left(\frac{b\mp E_b}{w}\right).
$$

From here on $b$ may have either sign. The combined density is even, so every region with bias $b$ has a partner with bias $-b$. The pair argument therefore applies to the whole film, with $K=|b|$ for each pair.

On a rising sweep from negative saturation, a region is up if $b>E_c-E$. Since $\int \operatorname{sech}^2(u)\,du=\tanh u$, the fraction of the positive-bias population that is up is

$$
\frac12\left[1+\tanh\frac{E+E_b-E_c}{w}\right].
$$

Its mean polarization is $P_s$ times twice this fraction minus one, which leaves $P_s\tanh[(E+E_b-E_c)/w]$. The other population follows from $E_b\to-E_b$, and the falling branch from $E_c\to-E_c$. With the upper sign for rising field,

$$
P_{\uparrow\downarrow}(E)=\frac{P_s}{2}\left[
\tanh\frac{E+E_b\mp E_c}{w}+
\tanh\frac{E-E_b\mp E_c}{w}\right].
$$

These branches require a field amplitude that exceeds $E_b+E_c$ by several $w$.

The remanence $P_r$ is the falling branch at $E=0$. To add its two terms, use

$$
\tanh A+\tanh B=\frac{\sinh(A+B)}{\cosh A\cosh B}
=\frac{2\sinh(A+B)}{\cosh(A+B)+\cosh(A-B)} .
$$

Here $A=(E_c+E_b)/w$ and $B=(E_c-E_b)/w$, so

$$
P_r=P_s\,\frac{\sinh(2E_c/w)}{\cosh(2E_c/w)+\cosh(2E_b/w)} .
$$

This has a direct meaning. At zero field, regions with $b>E_c$ are up and those with $b<-E_c$ are down, whatever the preceding saturation. Their contributions cancel. Regions with $|b|<E_c$ remember the saturation, so $P_r/P_s$ is their area fraction. A small remanence here measures cancellation, not weak local polarization.

## The number

Take round model parameters: $P_s=20\ \mu\mathrm{C/cm^2}$, $E_c=1$, $E_b=1.6$ and $w=0.3\ \mathrm{MV/cm}$. Both $E_c$ and $E_b$ are well above $w$, so each hyperbolic function may be replaced by half its growing exponential:

$$
P_r\simeq\frac{P_s}{1+e^{2(E_b-E_c)/w}}
=\frac{20}{1+e^4}\ \mu\mathrm{C/cm^2}
\simeq0.36\ \mu\mathrm{C/cm^2}.
$$

The film shows less than 2% of its local polarization as remanence, although every region is ferroelectric and carries $20\ \mu\mathrm{C/cm^2}$. The vertical width of the loop is $2P_r=0.72\ \mu\mathrm{C/cm^2}$ at zero field. At $E=E_b$ it is $19.9\ \mu\mathrm{C/cm^2}$, because there the half of the film with negative bias is near the centre of its own loop.

The rising current peaks lie at $E_c-E_b=-0.6$ and $E_c+E_b=2.6\ \mathrm{MV/cm}$. These values illustrate the model and are not fitted to a film. Take a triangular field of amplitude $4\ \mathrm{MV/cm}$ at $1\ \mathrm{kHz}$, high enough to risk breakdown in a real film. It travels four amplitudes per period, or $16\,000\ \mathrm{MV/(cm\,s)}$. At a well-separated peak the slope of $P$ is $P_s/(2w)$, so the switching current density is

$$
j=\frac{20}{2(0.3)}\times16\,000\ \mu\mathrm{A/cm^2}
\simeq0.53\ \mathrm{A/cm^2}.
$$

For a relative permittivity of 30, the linear dielectric current $\varepsilon_0\varepsilon_r\,dE/dt$ is $0.04\ \mathrm{A/cm^2}$. The two peaks stand clearly above it.

## Split peaks and a pinch are different conditions

Let $x=(E-E_c)/w$ and $\beta=\cosh(2E_b/w)$. The addition formula turns the rising branch into

$$
\frac{P_\uparrow}{P_s}=\frac{\sinh2x}{\cosh2x+\beta}.
$$

Differentiate, use $\cosh^2 2x-\sinh^2 2x=1$, and write $c=\cosh2x$:

$$
\frac{1}{P_s}\frac{dP_\uparrow}{dx}=\frac{2(1+\beta c)}{(c+\beta)^2},
\qquad
\frac{d}{dc}\frac{1+\beta c}{(c+\beta)^2}
=\frac{\beta^2-2-\beta c}{(c+\beta)^3}.
$$

The current is largest at $c=\beta-2/\beta$ if this exceeds 1, the smallest value of $c$. There are then two peaks, at opposite values of $x$. The condition $\beta^2-\beta-2>0$ gives $\beta>2$, or $E_b>(w/2)\operatorname{arcosh}2$. For $w=0.3\ \mathrm{MV/cm}$ this is only $0.20\ \mathrm{MV/cm}$.

A pinch means that the loop width $\Delta P=P_\downarrow-P_\uparrow$ has a local minimum at $E=0$. Grouping the terms by population gives

$$
\Delta P(E)=\tfrac12[D(E+E_b)+D(E-E_b)],\qquad
D(u)=\frac{2P_s\sinh(2E_c/w)}{C+\cosh(2u/w)},
$$

where $C=\cosh(2E_c/w)$. Since $D$ is even, the slope of $\Delta P$ at zero vanishes and its curvature is $D''(E_b)$. With $v=2u/w$ and $y=\cosh v$, we have $y''=y$ and $(y')^2=y^2-1$, so

$$
\frac{d^2}{dv^2}\frac1{C+y}
=-\frac{y}{(C+y)^2}+\frac{2(y^2-1)}{(C+y)^3}
=\frac{y^2-Cy-2}{(C+y)^3}.
$$

The curvature is positive when

$$
\cosh\frac{2E_b}{w}>\frac{C+\sqrt{C^2+8}}2 .
$$

For $w\ll E_c$, $C$ is large and the condition becomes $E_b>E_c$. In the example the threshold is $1.00\ \mathrm{MV/cm}$; for a broad spread $w=1\ \mathrm{MV/cm}$ it is $1.06\ \mathrm{MV/cm}$. Because $C>1$, the right-hand side exceeds 2. A pinch therefore needs a larger bias than split peaks do.

## Wake-up without a change of phase

Suppose cycling redistributes charge and lowers $E_b$, with all else fixed. The formulas give:

| $E_b$ (MV/cm) | Rising peaks (MV/cm) | $P_r$ (µC/cm²) |
|---|---|---|
| 1.6 | −0.6, 2.6 | 0.36 |
| 1.2 | −0.2, 2.2 | 4.2 |
| 0.8 | 0.2, 1.8 | 15.8 |
| 0.4 | 0.61, 1.39 | 19.6 |
| 0 | 1.0 | 19.9 |

At $0.8\ \mathrm{MV/cm}$ the peaks are still separate, but the pinch has gone. The remanence grows more than fiftyfold down the table, while the local polarization stays the same. A field-induced change from a nonpolar to a polar phase could also open a loop, so wake-up does not settle the cause either.

## What can tell them apart

The models differ in what the total conceals. In the biased film with $b>E_c$, a measurement that resolves the regions finds $\pm P_s$ at zero field, and the same regions are up after either saturation. In the antiferroelectric, polarization averages to zero within each cell, and in the symmetric model either sublattice may be the one that is up. Spatially resolved polarization and structural evidence therefore address the question directly.

Unequal populations leave an electrical clue. If a fraction $f$ of the area has positive bias, those regions switch first on the rising sweep. Each changes its polarization by $2P_s$, so the first peak, if well separated from the second, carries charge $2fP_s$. On the falling sweep the negatively biased regions switch first and carry $2(1-f)P_s$. For $f=0.6$ the charges are 24 and $16\ \mu\mathrm{C/cm^2}$, whereas the ideal antiferroelectric gives $P_s=20\ \mu\mathrm{C/cm^2}$ in both. First peaks of unequal charge in the two sweep directions count against a purely antiferroelectric film of this ideal kind, provided the sweep saturates the film in both directions. An antiferroelectric film with a uniform built-in field, swept too weakly to saturate one side, also gives unequal first peaks. They do not exclude a mixture of antiferroelectric and biased ferroelectric regions. Equal charges decide nothing.

The equivalence rests on prior saturation, moments fixed at $\pm P_s$, frozen biases, independent regions, slow switching and equal linear response. If the size of the moments changes with the local field, as in a Landau double well, the switching thresholds can still be matched, but the polarization jumps need not be. If the biases drift during the measurement, or the regions interact, the two kinds of film may respond differently. Such a difference has to be demonstrated; the pinch does not supply it. A pinched loop is compatible with antiferroelectricity, and it is equally compatible with ferroelectric regions whose polarizations cancel.
